# Why neighbour-hopping fermions in one dimension have no world-line sign: a numerical check

```python
"""
World-line sign of one-dimensional lattice fermions.

Result under test, for N fermions on L sites with neighbour hopping -t and
any energy diagonal in the occupations:
  open chain: all world-line weights are non-negative;
  ring:       Z(phi) = sum_W B_W exp(i W (phi + pi (N-1))),  B_W >= 0.
phi  : phase of the forward hop across the closing bond (0 periodic,
       pi antiperiodic)
W    : net forward crossings of the closing bond, all particles together
B_W  : summed weight of hard-core-particle histories with winding W
beta : inverse temperature;  average sign = Z / (sum of absolute weights)
Energies are in units of the hopping t, beta in units of 1/t.
"""
import itertools
from collections import Counter
import numpy as np
from scipy.linalg import expm
from scipy.special import iv


def configurations(n_sites, n_particles):
    return list(itertools.combinations(range(n_sites), n_particles))


def apply_hop(occupied, source, target):
    """c^dagger_target c_source on an ordered product of creators."""
    if source not in occupied or target in occupied:
        return None
    place = occupied.index(source)
    rest = occupied[:place] + occupied[place + 1:]
    passed = sum(site < target for site in rest)
    return tuple(sorted(rest + (target,))), (-1) ** (place + passed)


def fermion_hamiltonian(states, hops, diagonal=None):
    """Each hop (source, target, amplitude) is added with its conjugate."""
    index = {state: i for i, state in enumerate(states)}
    matrix = np.zeros((len(states), len(states)), dtype=complex)
    for state in states:
        for source, target, amplitude in hops:
            moved = apply_hop(state, source, target)
            if moved is not None:
                row, column = index[moved[0]], index[state]
                matrix[row, column] += amplitude * moved[1]
                matrix[column, row] += np.conj(amplitude) * moved[1]
    if diagonal is not None:
        matrix += np.diag(diagonal)
    return matrix


def chain_hops(n_sites, t):
    return [(j, j + 1, -t) for j in range(n_sites - 1)]


def ring_hops(n_sites, t, phi):
    return chain_hops(n_sites, t) + [(n_sites - 1, 0, -t * np.exp(1j * phi))]


def diagonal_energies(states, n_sites, repulsion, site_energy):
    return np.array([sum(site_energy[x] for x in s) + repulsion
                     * sum((x + 1) % n_sites in s for x in s) for s in states])


def partition(hamiltonian, beta):
    return np.exp(-beta * np.linalg.eigvalsh(hamiltonian)).sum()


def absolute_partition(hamiltonian, beta):
    """All hop weights replaced by their absolute values."""
    positive = -np.abs(hamiltonian)
    np.fill_diagonal(positive, np.diag(hamiltonian).real)
    return partition(positive, beta)


def hardcore_propagator(n_sites, n_particles, beta, diagonal, ring, w_max):
    """Positive-weight propagator of (crossing counter, configuration)."""
    states = configurations(n_sites, n_particles)
    index = {s: i for i, s in enumerate(states)}
    size = len(states)
    generator = np.zeros(((2 * w_max + 1) * size,) * 2)
    for w in range(2 * w_max + 1):
        for s in states:
            old = w * size + index[s]
            generator[old, old] = -diagonal[index[s]]
            for x in s:
                wraps = x == n_sites - 1
                target = (x + 1) % n_sites
                if target in s or (wraps and (not ring or w == 2 * w_max)):
                    continue
                final = tuple(sorted(set(s) - {x} | {target}))
                new = (w + wraps) * size + index[final]
                generator[new, old] += 1.0
                generator[old, new] += 1.0
    return expm(beta * generator), size


def winding_weights(n_sites, n_particles, beta, diagonal, w_max=5):
    propagator, size = hardcore_propagator(
        n_sites, n_particles, beta, diagonal, True, w_max)
    start = w_max * size
    return {w: sum(propagator[(w + w_max) * size + i, start + i]
                   for i in range(size)) for w in range(-w_max, w_max + 1)}


def closed_histories(n_sites, n_particles, n_hops, ring):
    """Follow labelled particles; tally (winding, permutation sign)."""
    tally = Counter()
    for start in configurations(n_sites, n_particles):
        stack = [(start, 0, 0)]
        while stack:
            positions, displacement, depth = stack.pop()
            if depth == n_hops:
                if set(positions) == set(start):
                    order = [start.index(x) for x in positions]
                    inversions = sum(a > b for a, b in
                                     itertools.combinations(order, 2))
                    assert displacement % n_sites == 0
                    tally[displacement // n_sites, (-1) ** inversions] += 1
                continue
            for label, site in enumerate(positions):
                for step in (1, -1):
                    target = site + step
                    if ring:
                        target %= n_sites
                    elif not 0 <= target < n_sites:
                        continue
                    if target not in positions:
                        moved = (positions[:label] + (target,)
                                 + positions[label + 1:])
                        stack.append((moved, displacement + step, depth + 1))
    return tally


def free_levels(n_sites, phi):
    momenta = (2 * np.pi * np.arange(n_sites) + phi) / n_sites
    return np.sort(-2 * np.cos(momenta))


def free_partition(n_sites, n_particles, beta, phi):
    """Canonical sum over all occupations of the one-particle levels."""
    sums = np.zeros(n_particles + 1)
    sums[0] = 1.0
    for factor in np.exp(-beta * free_levels(n_sites, phi)):
        sums[1:] = sums[1:] + factor * sums[:-1]
    return sums[-1]


# Permutation signs of labelled histories, against fermion operator traces
for n_sites, n_particles, n_hops in [(4, 2, 8), (4, 3, 8), (5, 2, 7),
                                     (5, 3, 5), (6, 4, 6)]:
    tally = closed_histories(n_sites, n_particles, n_hops, True)
    assert any(w != 0 for w, _ in tally)
    for w, sign in tally:
        assert sign == (-1) ** ((n_particles - 1) * abs(w))
    hop_matrix = -fermion_hamiltonian(configurations(n_sites, n_particles),
                                      ring_hops(n_sites, 1.0, 0.0))
    trace = np.trace(np.linalg.matrix_power(hop_matrix, n_hops)).real
    assert abs(trace - sum(s * c for (_, s), c in tally.items())) < 1e-6
    if (n_sites, n_particles) == (4, 2):
        print("Closed 8-hop histories, ring L=4, N=2 (counts):")
        for (w, sign), count in sorted(tally.items()):
            print(f"  W={w:+d}  permutation sign {sign:+d}  count {count}")
        print(f"  signed sum = operator trace = {trace:.0f}")
open_tally = closed_histories(5, 3, 8, False)
assert set(open_tally) == {(0, 1)}
print(f"Open L=5, N=3, 8 hops: {open_tally[0, 1]} closed, all identity")

# Open chain: fermion determinant equals non-colliding hard-core weight
site_energy = np.array([0.3, -0.2, 0.5, 0.0, -0.4, 0.1])
beta_open = 1.5
for potential in (site_energy, np.zeros(6)):
    one_body = np.diag(potential) - np.eye(6, k=1) - np.eye(6, k=-1)
    single = expm(-beta_open * one_body)
    for n_particles in (2, 3):
        states = configurations(6, n_particles)
        minors = np.array([[np.linalg.det(single[np.ix_(a, b)])
                            for b in states] for a in states])
        hardcore, _ = hardcore_propagator(
            6, n_particles, beta_open,
            diagonal_energies(states, 6, 0.0, potential), False, 0)
        assert np.allclose(minors, hardcore, rtol=1e-8, atol=1e-11)
        assert minors.min() > 0
        if n_particles == 2:
            pair_weight = hardcore[states.index((2, 3)), states.index((2, 3))]
direct, exchange = single[2, 2] * single[3, 3], single[2, 3] * single[3, 2]
assert abs(direct - exchange - pair_weight) < 1e-9
print("Open L=6, free pair on sites 3,4 returning, beta t = 1.5:")
print(f"  direct {direct:.6f}, exchange {exchange:.6f}")
print(f"  difference {direct - exchange:.6f}, non-colliding {pair_weight:.6f}")
states = configurations(6, 3)
diagonal = diagonal_energies(states, 6, 1.0, site_energy)
z_open = partition(fermion_hamiltonian(states, chain_hops(6, 1.0), diagonal), 3)
positive_open, _ = hardcore_propagator(6, 3, 3.0, diagonal, False, 0)
assert abs(z_open / np.trace(positive_open) - 1) < 1e-9

# Ring: fermion diagonalization against positive winding-resolved weights
for n_sites, n_particles in [(5, 2), (5, 3), (6, 2), (6, 3)]:
    states = configurations(n_sites, n_particles)
    diagonal = diagonal_energies(states, n_sites, 1.0, site_energy)
    weights = winding_weights(n_sites, n_particles, 3.0, diagonal)
    total = sum(weights.values())
    assert min(weights.values()) > -1e-12 * total
    for t in (1.0, -1.0):
        for phi in (0.0, 0.7, np.pi):
            phase = phi + np.pi * (n_particles - 1) + np.pi * n_sites * (t < 0)
            predicted = sum(b * np.cos(w * phase) for w, b in weights.items())
            exact = partition(fermion_hamiltonian(
                states, ring_hops(n_sites, t, phi), diagonal), 3.0)
            assert abs(exact - predicted) < 1e-9 * total

# Triangle with two fermions, solvable by hand
beta = 1.0
triangle = configurations(3, 2)
weights = winding_weights(3, 2, beta, np.zeros(3), 8)
for w in range(-3, 4):
    assert abs(weights[w] - 3 * iv(3 * abs(w), 2 * beta)) < 1e-10
z_per, z_anti = [partition(fermion_hamiltonian(
    triangle, ring_hops(3, 1.0, phi)), beta) for phi in (0.0, np.pi)]
assert abs(z_per - 2 * np.exp(beta) - np.exp(-2 * beta)) < 1e-10
assert abs(z_anti - np.exp(2 * beta) - 2 * np.exp(-beta)) < 1e-10
print("Triangle L=3, N=2, beta t = 1:")
print("  B_0, B_1, B_2 = " + ", ".join(f"{weights[w]:.6f}" for w in range(3)))
print(f"  Z periodic {z_per:.6f}, Z antiperiodic {z_anti:.6f}")
print(f"  average sign, periodic {z_per / z_anti:.6f}")

# Interacting ring, both particle parities and both boundary conditions
beta = 3.0
print("Ring L=6, V = 1 t, beta t = 3:")
for n_particles in (2, 3):
    states = configurations(6, n_particles)
    diagonal = diagonal_energies(states, 6, 1.0, np.zeros(6))
    weights = winding_weights(6, n_particles, beta, diagonal)
    total = sum(weights.values())
    angles = 2 * np.pi * np.arange(24) / 24
    spectra = [np.linalg.eigvalsh(fermion_hamiltonian(
        states, ring_hops(6, 1.0, phi), diagonal)) for phi in angles]
    z_values = np.array([np.exp(-beta * e).sum() for e in spectra])
    ground = np.array([e[0] for e in spectra])
    best = 12 if n_particles % 2 == 0 else 0
    assert np.argmax(z_values) == best and np.argmin(ground) == best
    assert abs(z_values[best] / total - 1) < 1e-9
    print(f"  N={n_particles}: B_0, B_1, B_2 = "
          + ", ".join(f"{weights[w]:.6g}" for w in range(3)))
    print(f"    Z periodic {z_values[0]:.4f}, antiperiodic {z_values[12]:.4f}")
    print(f"    average sign periodic {z_values[0] / total:.6f}, "
          f"antiperiodic {z_values[12] / total:.6f}")
    print(f"    ground energy periodic {ground[0]:.6f} t, "
          f"antiperiodic {ground[12]:.6f} t")

# Free rings: energy cost of the periodic condition and size dependence
for phi in (0.0, np.pi):
    fock = partition(fermion_hamiltonian(configurations(6, 2),
                                         ring_hops(6, 1.0, phi)), 3.0)
    assert abs(free_partition(6, 2, 3.0, phi) / fock - 1) < 1e-10
for n_sites, n_particles in [(6, 2), (10, 4), (11, 6), (32, 16)]:
    cost = (free_levels(n_sites, 0.0)[:n_particles].sum()
            - free_levels(n_sites, np.pi)[:n_particles].sum())
    formula = (2 * np.sin(np.pi * n_particles / n_sites)
               * np.tan(np.pi / (2 * n_sites)))
    assert abs(cost - formula) < 1e-11
print("Free periodic rings, N = L/2 (even); energy cost in t:")
fixed_beta_signs = []
for n_sites in (4, 8, 16, 32):
    half = n_sites // 2
    cost = (free_levels(n_sites, 0.0)[:half].sum()
            - free_levels(n_sites, np.pi)[:half].sum())
    fixed, scaled = [free_partition(n_sites, half, b, 0.0)
                     / free_partition(n_sites, half, b, np.pi)
                     for b in (4.0, float(n_sites))]
    limit = 2 * np.exp(-n_sites * cost)
    assert abs(scaled / limit - 1) < 2e-3
    fixed_beta_signs.append(fixed)
    print(f"  L={n_sites:2d}: cost {cost:.6f}; sign at beta t=4: {fixed:.6f}; "
          f"at beta t=L: {scaled:.6f} (limit law {limit:.6f})")
assert np.all(np.diff(fixed_beta_signs) > 0) and fixed_beta_signs[-1] > 0.95

# Second-neighbour hopping lets particles pass each other
print("Open L=4, N=2, beta t = 3, second-neighbour hopping t2:")
for t2 in (0.0, 0.5, -0.5):
    hops = chain_hops(4, 1.0) + [(j, j + 2, -t2) for j in range(2)]
    matrix = fermion_hamiltonian(configurations(4, 2), hops)
    sign = partition(matrix, 3.0) / absolute_partition(matrix, 3.0)
    assert abs(sign - 1) < 1e-10 if t2 == 0 else sign < 0.999
    print(f"  t2 = {t2:+.1f} t: average sign {sign:.6f}")

# Two spin species; modes interleaved so that single hops do carry signs
spin_states = [s for s in configurations(8, 3)
               if sum(mode % 2 == 0 for mode in s) == 2]
double = np.array([4.0 * sum(2 * j in s and 2 * j + 1 in s for j in range(4))
                   for s in spin_states])
print("Hubbard ring L=4, N_up=2, N_down=1, U = 4 t, beta t = 3:")
for phi_up, phi_down, name in [(0.0, 0.0, "both periodic"),
                               (np.pi, np.pi, "both antiperiodic"),
                               (np.pi, 0.0, "up antiperiodic, down periodic")]:
    hops = []
    for spin, phi in ((0, phi_up), (1, phi_down)):
        hops += [(2 * a + spin, 2 * b + spin, amplitude)
                 for a, b, amplitude in ring_hops(4, 1.0, phi)]
    matrix = fermion_hamiltonian(spin_states, hops, double)
    off_diagonal = matrix.real - np.diag(np.diag(matrix.real))
    assert off_diagonal.max() > 0.5
    sign = partition(matrix, 3.0) / absolute_partition(matrix, 3.0)
    if phi_up > 0 and phi_down == 0:
        assert abs(sign - 1) < 1e-10
    else:
        assert sign < 0.999
    print(f"  {name}: average sign {sign:.6f}")

print("PASS")
```

Output:

```
Closed 8-hop histories, ring L=4, N=2 (counts):
  W=-2  permutation sign +1  count 64
  W=-1  permutation sign -1  count 1792
  W=+0  permutation sign +1  count 4480
  W=+1  permutation sign -1  count 1792
  W=+2  permutation sign +1  count 64
  signed sum = operator trace = 1024
Open L=5, N=3, 8 hops: 6372 closed, all identity
Open L=6, free pair on sites 3,4 returning, beta t = 1.5:
  direct 23.603033, exchange 15.558497
  difference 8.044537, non-colliding 8.044537
Triangle L=3, N=2, beta t = 1:
  B_0, B_1, B_2 = 6.838756, 0.638220, 0.004801
  Z periodic 5.571899, Z antiperiodic 8.124815
  average sign, periodic 0.685788
Ring L=6, V = 1 t, beta t = 3:
  N=2: B_0, B_1, B_2 = 16486.5, 2753.06, 21.9277
    Z periodic 11024.2353, antiperiodic 22036.5540
    average sign periodic 0.500270, antiperiodic 1.000000
    ground energy periodic -2.867816 t, antiperiodic -3.328031 t
  N=3: B_0, B_1, B_2 = 11663.3, 2429.25, 32.8833
    Z periodic 16587.7207, antiperiodic 6870.5044
    average sign periodic 1.000000, antiperiodic 0.414192
    ground energy periodic -3.236068 t, antiperiodic -2.713104 t
Free periodic rings, N = L/2 (even); energy cost in t:
  L= 4: cost 0.828427; sign at beta t=4: 0.072783; at beta t=L: 0.072783 (limit law 0.072762)
  L= 8: cost 0.397825; sign at beta t=4: 0.406664; at beta t=L: 0.082956 (limit law 0.082956)
  L=16: cost 0.196983; sign at beta t=4: 0.841670; at beta t=L: 0.085556 (limit law 0.085557)
  L=32: cost 0.098254; sign at beta t=4: 0.992940; at beta t=L: 0.086209 (limit law 0.086210)
Open L=4, N=2, beta t = 3, second-neighbour hopping t2:
  t2 = +0.0 t: average sign 1.000000
  t2 = +0.5 t: average sign 0.271877
  t2 = -0.5 t: average sign 0.271877
Hubbard ring L=4, N_up=2, N_down=1, U = 4 t, beta t = 3:
  both periodic: average sign 0.245811
  both antiperiodic: average sign 0.483597
  up antiperiodic, down periodic: average sign 1.000000
PASS
```
